Energy of the Hydride Ion with Chandrasekhar's Three-Parameter Correlated Function

**Problem**

The hydride ion H⁻ has two electrons bound to one proton. Treat the proton as fixed and neglect relativity. In hartree atomic units the Hamiltonian is

H = −½∇₁² − ½∇₂² − 1/r₁ − 1/r₂ + 1/r₁₂,

where r₁ and r₂ are the distances of the electrons from the proton and r₁₂ is the distance between them. Chandrasekhar's trial function for the singlet ground state is

ψ = (e^{−ar₁−br₂} + e^{−br₁−ar₂})(1 + c r₁₂),

with a = 1.075, b = 0.478 and c = 0.312, all in bohr⁻¹.

(a) Reduce the energy expectation value to integrals that contain no derivatives.

(b) Find these integrals in closed form.

(c) Evaluate the energy and decide whether it proves that the ion is bound.

(d) Examine how well the parameters are chosen, and what the second exponent and the factor with r₁₂ each contribute.

(e) Compare with the ground-state energy of the same Hamiltonian, which is −0.527751 hartree to six decimals. Where does the trial function differ in form from the true eigenfunction?

**Solution**

**(a) Removing the derivatives**

Write ψ = ΦF, with

Φ = φ_ab + φ_ba, φ_ab = e^{−ar₁−br₂}, φ_ba = e^{−br₁−ar₂}, F = 1 + c r₁₂.

The function is symmetric under exchange of the electron positions, so it belongs with the antisymmetric singlet spin function. H does not act on spin, and the spin factor drops out of the energy.

Let ∇ be the gradient in all six coordinates, so that ∇² = ∇₁² + ∇₂². The unnormalized kinetic energy is ½∫|∇ψ|², with

|∇(ΦF)|² = F²|∇Φ|² + 2ΦF ∇Φ·∇F + Φ²|∇F|².

The first two terms also occur in a divergence:

∇·(F²Φ∇Φ) = F²|∇Φ|² + 2ΦF ∇Φ·∇F + F²Φ∇²Φ.

The integral of this divergence vanishes. The vector decays exponentially at infinity, and it stays bounded at the nucleus, so the flux through a small surface around r₁ = 0 or r₂ = 0 tends to zero with the area. Hence

∫|∇ψ|² = ∫Φ²|∇F|² − ∫F²Φ∇²Φ.

The gradients of r₁₂ with respect to the two positions are opposite unit vectors. Each contributes c² to |∇F|², which is therefore 2c².

For one exponential, the radial Laplacian gives

∇²e^{−ar} = (d²/dr² + (2/r)d/dr)e^{−ar} = (a² − 2a/r)e^{−ar}.

Consequently

∇²φ_ab = (a² + b² − 2a/r₁ − 2b/r₂)φ_ab,

and φ_ba obeys the same equation with a and b exchanged. The kinetic energy becomes

½∫|∇ψ|² = c²∫Φ² − ½(a²+b²)∫F²Φ² + ∫F²Φ[(a/r₁+b/r₂)φ_ab + (b/r₁+a/r₂)φ_ba].

Relabelling the electrons turns the φ_ba term into the φ_ab term, because F and Φ are symmetric. The last integral is thus twice its first part. In the same way, for any symmetric function g,

∫Φ²g = 2∫ρg, ρ = Φφ_ab = e^{−2ar₁−2br₂} + e^{−(a+b)(r₁+r₂)}.

The factor 2 is common to the numerator and the norm, and it cancels. So does any common normalization of the integrals; we divide them all by 16π². Define

S = ∫ρ, N = ∫ρF², Q₁ = ∫ρF²/r₁, Q₂ = ∫ρF²/r₂, R = ∫ρF²/r₁₂,

each including that division. Then

T = [c²S − ½(a²+b²)N + aQ₁ + bQ₂]/N,

V = [−Q₁ − Q₂ + R]/N,

E = T + V.

**(b) The integrals**

Both parts of ρ have the form e^{−αr₁−βr₂}. The pair (α,β) is (2a,2b) for the direct part and (a+b,a+b) for the exchange part.

For fixed r₁, let θ be the angle between the two position vectors. From r₁₂² = r₁² + r₂² − 2r₁r₂cosθ it follows, at fixed r₁ and r₂, that

r₁₂dr₁₂ = r₁r₂ sinθ dθ.

The volume element of the second electron, 2πr₂² sinθ dθ dr₂, is then 2π(r₂r₁₂/r₁)dr₂dr₁₂. Multiplication by 4πr₁²dr₁ gives

d³r₁d³r₂ → 8π² r₁r₂r₁₂ dr₁dr₂dr₁₂.

The three distances must satisfy the triangle inequalities. Perimetric coordinates

u = r₂ + r₁₂ − r₁, v = r₁ + r₁₂ − r₂, w = r₁ + r₂ − r₁₂

make them independent: each runs from 0 to ∞. The inverse relations are r₁ = (v+w)/2, r₂ = (u+w)/2, r₁₂ = (u+v)/2, with Jacobian 1/4. Therefore

∫∫ e^{−αr₁−βr₂−γr₁₂}/(r₁r₂r₁₂) d³r₁d³r₂
= 8π² · ¼ ∫∫∫ e^{−[u(β+γ)+v(α+γ)+w(α+β)]/2} du dv dw
= 16π²/[(α+β)(α+γ)(β+γ)].

After division by 16π² the generating function is, with s = α+β and p = αβ,

K = 1/[s(p + sγ + γ²)].

Each −∂/∂γ multiplies the integrand by r₁₂. The expansion in γ is

1/(p+sγ+γ²) = 1/p − (s/p²)γ + [(s²−p)/p³]γ² − [s(s²−2p)/p⁴]γ³ + …

Let g_k be the integral of r₁₂^k/(r₁r₂). It requires k+1 derivatives, hence the factor (k+1)! and a sign that makes every coefficient positive:

g₋₁ = 1/(ps),
g₀ = 1/p²,
g₁ = 2(s²−p)/(p³s) = 2s/p³ − 2/(p²s),
g₂ = 6(s²−2p)/p⁴ = 6(α⁻²β⁻⁴ + α⁻⁴β⁻²).

Let A_k, B_k and C_k be the integrals of r₁₂^k, r₁₂^k/r₁ and r₁₂^k/r₂. Since −∂/∂α supplies r₁ and −∂/∂β supplies r₂,

A_k = ∂²g_k/∂α∂β, B_k = −∂g_k/∂β, C_k = −∂g_k/∂α.

Terms of the type 1/(pⁿs) occur twice, so we differentiate them once for general n:

−∂/∂β [1/(pⁿs)] = (n/β + 1/s)/(pⁿs).

The second derivative also acts on the 1/s inside the bracket, which adds 1/s²:

∂²/∂α∂β [1/(pⁿs)] = [(n/α+1/s)(n/β+1/s) + 1/s²]/(pⁿs)
= [n(n+1)/p + 2/s²]/(pⁿs).

The last line uses 1/α + 1/β = s/p. For the other part of g₁, s/p³ = α⁻²β⁻³ + α⁻³β⁻², whose mixed derivative is 6α⁻³β⁻⁴ + 6α⁻⁴β⁻³ = 6s/p⁴. The results are

A₋₁ = 2(s²+p)/(p²s³),
A₀ = 4/p³,
A₁ = 12s/p⁴ − 12/(p³s) − 4/(p²s³),
A₂ = 48(α⁻³β⁻⁵ + α⁻⁵β⁻³),

B₀ = 2α⁻²β⁻³,
B₁ = 2[3α⁻²β⁻⁴ + 2p⁻³ − (2/β+1/s)/(p²s)],
B₂ = 24α⁻²β⁻⁵ + 12α⁻⁴β⁻³.

C_k follows from B_k by exchanging α and β. Because F² = 1 + 2cr₁₂ + c²r₁₂² and F²/r₁₂ = 1/r₁₂ + 2c + c²r₁₂, the sums over the direct and exchange pairs are

S = ΣA₀,
N = Σ(A₀ + 2cA₁ + c²A₂),
Q₁ = Σ(B₀ + 2cB₁ + c²B₂),
Q₂ = Σ(C₀ + 2cC₁ + c²C₂),
R = Σ(A₋₁ + 2cA₀ + c²A₁).

Two limits with c = 0 check signs and factors.

First, let a = b = ζ. Both pairs are then (2ζ,2ζ), and the formulas give Q₁/N = Q₂/N = ζ and R/N = 5ζ/8. Thus T = −ζ² + 2ζ² = ζ², and

E = ζ² − (11/8)ζ.

The minimum is at ζ = 11/16, where E = −121/256 = −0.472656 hartree.

Second, let a = 1 and b → 0. The direct part dominates, since its A₀ grows as 1/(16b³) while the exchange part stays finite. To leading order Q₁/N → 1, and Q₂/N and R/N both tend to b. Hence T → −½ + 1 = ½, V → −1 and E → −½. This is a hydrogen atom with the second electron infinitely far away and at rest.

**(c) The energy**

The direct pair is (2.150, 0.956) and the exchange pair (1.553, 1.553), in bohr⁻¹. For the direct pair p = 2.0554, so A₀ = 4/p³ = 0.46065. The other integrals are evaluated in the same way and are listed in the numerical output. Integrals and sums below are in atomic units.

With 2c = 0.624 and c² = 0.097344, the norm has the two parts

direct: 0.46065 + 0.624 × 1.61179 + 0.097344 × 7.24419 = 2.17159,
exchange: 0.28512 + 0.624 × 0.80323 + 0.097344 × 2.83726 = 1.06253.

Their sum is N = 3.23411. For the nuclear attraction of electron 1,

direct: 0.49520 + 0.624 × 1.64668 + 0.097344 × 7.14474 = 2.21823,
exchange: 0.22140 + 0.624 × 0.53460 + 0.097344 × 1.65235 = 0.71584,

so Q₁ = 2.93406. For electron 2 the exchange part is the same, and the direct part is

0.22019 + 0.624 × 0.57704 + 0.097344 × 2.01717 = 0.77662,

which gives Q₂ = 1.49246. The repulsion sum is

direct: 0.18489 + 0.624 × 0.46065 + 0.097344 × 1.61179 = 0.62924,
exchange: 0.13837 + 0.624 × 0.28512 + 0.097344 × 0.80323 = 0.39448,

so R = 1.02371. Finally S = 0.46065 + 0.28512 = 0.74577.

In the kinetic energy, ½(a²+b²) = 0.692055. The four terms of the numerator are

c²S = 0.07260,
−½(a²+b²)N = −2.23818,
aQ₁ = 3.15412,
bQ₂ = 0.71339.

They add up to 1.70193. Division by N gives the three parts of the energy:

T = 0.526242 hartree,
nuclear attraction = −(Q₁+Q₂)/N = −1.368697 hartree,
electron repulsion = R/N = 0.316536 hartree.

The total is

E = 0.526242 − 1.368697 + 0.316536 = −0.525919 hartree,

or −0.5259 hartree to four decimals (−14.3110 eV). Quadrature of the original ψ, with its gradient taken by finite differences, gives the same −0.525919 hartree. This tests the integration by parts and the closed integrals together.

The lowest energy at which one electron can leave is that of a hydrogen atom in its ground state, −0.5 hartree, plus a free electron at rest. The continuum of H starts there. By the variational principle the lowest energy of H is no higher than E, and E lies below this threshold. There must therefore be a bound state, and its binding energy is at least

−0.5 − E = 0.025919 hartree (0.7053 eV).

The margin is about 5 percent of the total energy, so a modest loss in the quality of ψ can destroy the proof.

**(d) The parameters and what they do**

Multiply a, b and c by a common factor η. This replaces every distance r in ψ by ηr, so T becomes η²T and V becomes ηV:

E(η) = η²T + ηV.

The minimum is at η₀ = −V/(2T), where E = −V²/(4T). With V = −1.368697 + 0.316536 = −1.05216 hartree,

η₀ = 1.05216/(2 × 0.526242) = 0.9997.

Completing the square gives E(1) − E(η₀) = T(1−η₀)², which is about 5 × 10⁻⁸ hartree. The common scale is thus almost optimal. A free minimization over all three parameters gives a = 1.07487, b = 0.47745, c = 0.31255 bohr⁻¹ and E = −0.5259187 hartree, equal to our result at six decimals. Rounding the parameters is not the source of the remaining error; the form of the function is.

Restricting the form, and minimizing again each time, gives these energies in hartree:

one exponent, c = 0: −0.472656
one exponent, c free: −0.508780
two exponents, c = 0: −0.513303
two exponents, c free: −0.525919

The first value agrees with −121/256 found above. It lies above the threshold and so proves nothing: an upper bound above −0.5 hartree does not show that the ion is unbound. Either extension alone is enough to prove binding.

Relative to the first function, the r₁₂ factor alone lowers the energy by 0.036124 hartree and the second exponent alone by 0.040647 hartree. Together they lower it by 0.053263 hartree, less than the sum 0.076771. The gains are therefore not additive: each freedom lowers the energy by less when the other is already present. Added singly to the first function, each lowers the mean repulsion ⟨1/r₁₂⟩, from 0.430 hartree to 0.373 with the factor and to 0.296 with the second exponent, but in different ways. Different exponents favour one electron close to the nucleus and the other farther out, while the factor 1 + cr₁₂ favours large separations in any direction, including the radial one. When the factor is added to two exponents, the mean repulsion does not fall. It rises from 0.296 to 0.317 hartree, while the nuclear attraction deepens from −1.3225 to −1.3687 hartree: the correlated ion is more compact.

The parameters also depend on each other. If c is set to zero while a and b keep their given values, the energy rises to −0.495613 hartree, above the threshold. Reoptimized without the factor, the exponents become 1.0392 and 0.2832 bohr⁻¹: the outer one is much smaller than 0.478. Part of the reason can be seen in the outer region. When electron 2 is far out and electron 1 is near the nucleus, r₁₂ ≈ r₂ and the dominant term of ψ gives

∂lnψ/∂r₂ ≈ −b + c/(1 + cr₂).

The growing factor slows the decay. At r₂ = 5 bohr the right-hand side is −0.478 + 0.312/2.56 = −0.356 bohr⁻¹. The smaller exponential term, omitted here, changes this to −0.385 bohr⁻¹ at r₁ = 0, which is still a slower decay than that of e^{−0.478r₂}. Part of the larger b thus compensates for the factor at moderate distances, and removing the factor alone leaves the outer electron too tightly confined. The compensation is not the whole change. The mean distance of the outer electron is 3.81 bohr for the given function, 2.99 bohr with c set to zero, and 4.80 bohr after reoptimizing without the factor.

**(e) Comparison with the ground-state energy**

The reference value −0.527751 hartree belongs to the same Hamiltonian. No closed form is used for it. It comes from a variational expansion in e^{−k(r₁+r₂)} times all exchange-symmetric polynomials in r₁, r₂ and r₁₂ up to a given total degree, with k = 0.7915 bohr⁻¹. The successive upper bounds, in hartree, are

degree 8, 95 functions: −0.52774935
degree 12, 252 functions: −0.52775099
degree 16, 525 functions: −0.52775101

The last step changes the energy by 2 × 10⁻⁸ hartree. This convergence supports the six decimals quoted, although an upper bound alone does not supply a lower one. The number belongs to the fixed-nucleus, nonrelativistic problem. Nuclear motion, relativistic and radiative corrections are absent, so it is not a measured energy.

The error of the three-parameter function is

E − E_ref = −0.525919 + 0.527751 = 0.001832 hartree (0.0499 eV).

This is 0.35 percent of the magnitude of the total energy. The binding energy is a small difference, and for it the same error weighs more:

trial: 0.025919 hartree,
reference: 0.027751 hartree.

The trial function recovers 93.4 percent of the binding energy and misses 6.6 percent. The threshold is known without error in this model, so the whole error of E passes into the binding energy.

Three local properties show where the form of ψ falls short.

The first concerns the meeting of the electrons. Acting on a function f(r₁₂), the kinetic operator gives −(f″ + 2f′/r₁₂). For f = 1 + cr₁₂ this is −2c/r₁₂. The mixed terms with ∇Φ remain bounded when the electrons meet away from the nucleus. Near r₁₂ = 0, therefore,

Hψ/ψ = (1 − 2c)/r₁₂ + bounded terms.

For an eigenfunction this ratio is constant, which requires a linear coefficient of ½. With c = 0.312 a singular term 0.376/r₁₂ is left. It is integrable, so the energy is finite, but ψ is not an eigenfunction. The minimization fixes c through the total energy, not through the behaviour at contact, so the best c depends on the rest of the function: it is 0.4934 bohr⁻¹ with one exponent and 0.31255 bohr⁻¹ with two.

The second concerns the nucleus. Let r₁ tend to zero at fixed r₂ > 0. The factor F is smooth there, and the term −(1/r₁)∂/∂r₁ of the kinetic operator, acting on Φ, gives

Hψ/ψ = (q − 1)/r₁ + bounded terms, q = (a e^{−br₂} + b e^{−ar₂})/(e^{−br₂} + e^{−ar₂}).

An eigenfunction requires q = 1 for every r₂. Here q rises from 0.7765 at r₂ = 0 towards 1.075 at large r₂, so the singular term cancels at only one distance.

The third concerns the outer region. A distant electron sees a neutral atom, whose attraction falls off faster than 1/r. With the inner electron left in the hydrogen ground state, the leading radial equation for the outer one is −½χ″ = −εχ, where ε is the binding energy and χ is r times its wave function. Its decaying solution is e^{−κr}, with

κ = √(2ε) = √(2 × 0.027751) = 0.236 bohr⁻¹.

The wave function itself, χ/r, therefore falls as e^{−κr}/r. At r₁ = 0 the trial function falls more slowly than the true one at r₂ = 5 bohr (logarithmic slopes −0.385 and −0.402 bohr⁻¹) and faster at 7 bohr (−0.389 and −0.368 bohr⁻¹). It ultimately decays as re^{−0.478r}, about twice as fast in the exponent. With ψ₀ the true eigenfunction, the energy error equals ½∫ψ₀²|∇(ψ/ψ₀)|²/∫ψ². About a fifth of it comes from configurations with the outer electron beyond 7 bohr, and only about 5 percent from beyond 10 bohr. A good energy is therefore no guarantee for quantities that weight large distances strongly, such as the mean of a high power of r; these need a function with a better tail. The trial function gives ⟨r²⟩ = 10.6 bohr² and ⟨r⁴⟩ = 409 bohr⁴ per electron, against 11.9 bohr² and 645 bohr⁴ for the ground state.

Values computed for the example and the checks

```
a, b, c = 1.075, 0.478, 0.312 bohr^-1
direct: alpha, beta = 2.150, 0.956 bohr^-1
  A[-1] = 0.1848914 a.u.
  A[0] = 0.4606499 a.u.
  A[1] = 1.6117939 a.u.
  A[2] = 7.2441888 a.u.
  B[0] = 0.4951986 a.u.
  B[1] = 1.6466824 a.u.
  B[2] = 7.1447357 a.u.
  C[0] = 0.2201906 a.u.
  C[1] = 0.5770365 a.u.
  C[2] = 2.0171683 a.u.
exchange: alpha, beta = 1.553, 1.553 bohr^-1
  A[-1] = 0.1383734 a.u.
  A[0] = 0.2851223 a.u.
  A[1] = 0.8032262 a.u.
  A[2] = 2.8372630 a.u.
  B[0] = 0.2213975 a.u.
  B[1] = 0.5346044 a.u.
  B[2] = 1.6523510 a.u.
  C[0] = 0.2213975 a.u.
  C[1] = 0.5346044 a.u.
  C[2] = 1.6523510 a.u.
S = 0.7457722 a.u.
N = 3.2341136 a.u.
Q1 = 2.9340627 a.u.
Q2 = 1.4924577 a.u.
R = 1.0237144 a.u.
kinetic energy T = 0.526242 hartree
nuclear attraction = -1.368697 hartree
electron repulsion = 0.316536 hartree
total potential V = -1.052160 hartree
trial energy E = -0.525919 hartree = -14.3110 eV
E by direct quadrature = -0.525919 hartree
largest relative integral mismatch = 4.1e-09
best scale eta = 0.999693; energy there = -0.5259186 hartree
one exponent, no r12: a = 0.6875 bohr^-1, E = -0.472656 hartree
one exponent, r12: a, c = 0.8257, 0.4934 bohr^-1, E = -0.508780 hartree
two exponents, no r12: a, b = 1.0392, 0.2832 bohr^-1, E = -0.513303 hartree
free optimum: a, b, c = 1.07487, 0.47745, 0.31255 bohr^-1, E = -0.5259187 hartree
given exponents, c = 0: E = -0.495613 hartree
reference exponent k = 0.7915 bohr^-1
reference basis condition number = 1.4e+03
reference degree 8, 95 functions: -0.52774935 hartree
reference degree 12, 252 functions: -0.52775099 hartree
reference degree 16, 525 functions: -0.52775101 hartree
reference virial ratio -V/(2T) = 1.0000000
reference energy = -0.527751 hartree = -14.3608 eV
trial error E - E_ref = 0.001832 hartree = 0.0499 eV
trial binding = 0.025919 hartree = 0.7053 eV
reference binding = 0.027751 hartree = 0.7551 eV
share of binding recovered = 93.4 percent
```
